Turning a longitudinal p-silicon strain gauge from [110] to [100]

**The problem**

A long, thin bar is cut from a (001) wafer of lightly doped p-type silicon, with its length in the plane of the wafer. It is pulled along its length by a uniaxial stress X, counted positive in tension, and a current flows along the same direction. Such a bar is a longitudinal gauge. Its sensitivity is the fractional change of resistivity per unit stress,

π_l = (Δρ/ρ)/X.

One bar has its length along [110], another along [100]. In each the stress and the current both follow the bar. Smith's room-temperature coefficients are given, in units of 10⁻¹¹ /Pa:

π11 = 6.6, π12 = −1.1, π44 = 138.1.

With x, y, z along the cube axes of the crystal, they are defined by

Δρ_xx/ρ = π11 σ_xx + π12 (σ_yy + σ_zz),
Δρ_xy/ρ = π44 σ_xy,

and by the equations obtained from these by permuting the axes. Here ρ is the resistivity without stress, σ_ij is the stress tensor, and σ_xy is the ordinary tensor component of shear stress. By what factor does the sensitivity change when the gauge is turned from [110] to [100]?

**A tempting solution**

The coefficient π44 describes the response to shear. The bar is simply pulled, and a pull is not a shear, so π44 can be left out.

For the [100] bar the whole stress lies along x, so σ_xx = X and

π_l[100] = π11 = 6.6.

For the [110] bar the stress is shared equally by the x and y axes, σ_xx = σ_yy = X/2. Each of the two resistivities then changes by

Δρ_xx/ρ = Δρ_yy/ρ = (π11 + π12) X/2 = 2.75 X.

The current runs midway between two axes whose resistivities have changed equally, so the bar should show the same change, 2.75. The ratio of [110] to [100] would be

2.75/6.6 = 0.417,

and turning the gauge to [100] would raise the sensitivity 2.4 times.

**Where it fails**

The value for [100] is right. The value for [110] is wrong, because whether a stress contains shear depends on the axes in which its components are written. A pull along the unit vector n has the components

σ_ij = X n_i n_j.

This tensor gives the traction X n on a surface perpendicular to n and no traction on surfaces parallel to n, as the free sides of the bar require. For [110], n = (1, 1, 0)/√2, so

σ_xx = σ_yy = X/2, σ_xy = X/2, and all components containing z vanish.

In axes attached to the bar there is no shear. In the cube axes there is a shear stress as large as each normal stress, and the coefficients are defined in the cube axes. Leaving out π44 therefore discards a term in which the largest of the three coefficients multiplies a stress of full size.

The same omission occurs a second time, in the reading of the resistivity. A shear stress produces an off-diagonal resistivity Δρ_xy. That component has no effect on the voltage along a bar lying on x, but it does affect a bar lying between x and y. Equal changes of ρ_xx and ρ_yy are therefore not enough to fix the change seen along [110].

**Why three coefficients suffice**

To first order in stress, each component of Δρ_ij/ρ is a linear combination of the stress components. The symmetry of the crystal removes most of the possible terms.

Reflect the crystal in the plane x = 0. Silicon's cubic point group contains this operation, so the coefficients must not change. Every tensor component that contains the index x exactly once changes sign, and the others keep theirs. A term linking Δρ_xx to σ_xy would link a quantity that keeps its sign to one that reverses, so its coefficient is zero. The same reflection excludes a link between Δρ_xx and σ_xz, and reflection in y = 0 excludes one between Δρ_xx and σ_yz. Likewise Δρ_xy, which reverses under reflection in x = 0, cannot depend on σ_xx, σ_yy or σ_zz, which do not. Nor can it depend on σ_xz, since reflection in y = 0 reverses Δρ_xy but not σ_xz; reflection in x = 0 excludes σ_yz in the same way. Normal stresses thus produce diagonal changes, and each shear stress produces its own off-diagonal change.

The symmetry operations that interchange the cube axes then make the remaining coefficients equal in groups. One constant, π11, links a diagonal change to the normal stress on the same axis. One, π12, links it to the normal stress on either other axis. One, π44, serves the three shears.

Cubic symmetry does make the unstressed resistivity the same in all directions. It does not do so for the response to stress, which needs three independent constants.

**The right solution**

Let the bar make an angle θ with [100], so that n = (c, s, 0) with c = cos θ and s = sin θ. From σ_ij = X n_i n_j,

σ_xx = X c², σ_yy = X s², σ_xy = X s c.

Inserting these in the definitions gives

Δρ_xx/ρ = X (π11 c² + π12 s²),
Δρ_yy/ρ = X (π12 c² + π11 s²),
Δρ_xy/ρ = X π44 s c.

Next we need what the voltmeter reads. The bar is long and its sides are insulated, so away from the ends the current density is J n. The electric field is E_i = Σ_j ρ_ij J n_j. It may have a component across the bar, but the voltage along the length depends on the component along n:

n·E = J Σ_ij n_i ρ_ij n_j.

The effective resistivity is therefore Σ n_i ρ_ij n_j, and its fractional change is

Δρ/ρ = c² Δρ_xx/ρ + s² Δρ_yy/ρ + 2 s c Δρ_xy/ρ.

The factor 2 arises because the xy and yx components both contribute. Substituting the three changes and dividing by X,

π_l = c² (π11 c² + π12 s²) + s² (π12 c² + π11 s²) + 2 s² c² π44
= π11 (c⁴ + s⁴) + 2 (π12 + π44) s² c².

Squaring c² + s² = 1 gives c⁴ + s⁴ = 1 − 2 s² c², so

π_l = π11 + 2 (π44 + π12 − π11) s² c².

Finally, sin 2θ = 2 s c means s² c² = ¼ sin² 2θ, and

π_l(θ) = π11 + ½ (π44 + π12 − π11) sin² 2θ.

For [100], θ = 0 and

π_l[100] = π11 = 6.6 × 10⁻¹¹ /Pa.

For [110], θ = 45° and sin² 2θ = 1, so

π_l[110] = ½ (π11 + π12 + π44) = ½ (6.6 − 1.1 + 138.1) = 71.8 × 10⁻¹¹ /Pa.

The ratio is

π_l[110]/π_l[100] = (π11 + π12 + π44)/(2 π11) = 71.8/6.6 = 10.9.

Turning the gauge from [110] to [100] lowers its sensitivity about elevenfold.

**Reading the result**

Of the 71.8 units along [110], the shear term supplies π44/2 = 69.05, or 96%. The remaining 2.75 units are what the tempting solution found. Along [100] the cube axes see no shear, and the large coefficient has nothing to act on.

Since π44 + π12 − π11 = 130.4 is positive, π_l is smallest where sin² 2θ = 0 and largest where sin² 2θ = 1. In this plane [100] and [010] are thus the least sensitive longitudinal directions, and [110] and [1−10] the most sensitive. If π44 were equal to π11 − π12, the angular term would vanish and the orientation would not matter. For these data π11 − π12 is 7.7, far below 138.1.

The calculation shows how the measured coefficients combine, but not why π44 is large. That lies in the valence band, where strain separates two pairs of hole states that coincide at zero wave vector in the unstressed crystal. The size of this separation does not by itself explain the factor of eleven. A four-band strain model with rough deformation potentials b = −2.1 eV and d = −4.9 eV gives a splitting of about 1.9 meV for 50 MPa along [110] and about 2.1 meV for the same stress along [100]. The two are nearly equal. In this model the [110] splitting would be the larger only if d/b exceeded 2√3 (s11 − s12)/s44 ≈ 2.7, with the elastic compliances given below; for the values taken here d/b is 2.3. The difference in response must then involve how the separated bands carry current along the bar, which this model does not compute.

**If the stress does not turn with the gauge**

Suppose the wafer stays under a uniaxial stress along [110] and only the current direction is turned to [100]. The stress components remain σ_xx = σ_yy = σ_xy = X/2, while the gauge now reads Δρ_xx alone:

Δρ_xx/(ρX) = ½ (π11 + π12) = 2.75 × 10⁻¹¹ /Pa.

The sensitivity then falls by a factor 71.8/2.75 = 26.1. The number 2.75, wrong for a [110] gauge, is right for a [100] gauge under a [110] stress. The factor of eleven belongs to the case where stress and current turn together.

**From resistivity to resistance**

An ohmmeter reads R = ρL/(wt), where L, w and t are the length, width and thickness. For small changes,

ΔR/R = Δρ/ρ + ε_L − ε_w − ε_t,

where the ε are the fractional changes of the three dimensions. I take Smith's values as pure resistivity coefficients, so this change of shape must be added.

Let s11, s12 and s44 be the elastic compliances. Along [100], ε_L = s11 X and ε_w = ε_t = s12 X, so the shape term per unit stress is

s11 − 2 s12.

Along [110], the normal strains in the cube axes are ε_xx = ε_yy = (s11 + s12) X/2 and ε_zz = s12 X. The compliance s44 gives the engineering shear strain, twice the tensor component, so ε_xy = ½ s44 σ_xy = s44 X/4. Projecting on the length [110] and the width [1−10],

ε_L = (s11 + s12) X/2 + s44 X/4,
ε_w = (s11 + s12) X/2 − s44 X/4.

The first terms cancel in ε_L − ε_w, which leaves s44 X/2. With ε_t = s12 X the shape term per unit stress is

s44/2 − s12.

Rough stiffnesses of silicon, c11 = 166, c12 = 64 and c44 = 80 GPa, give s11 = 0.767, s12 = −0.213 and s44 = 1.250 in units of 10⁻¹¹ /Pa. The shape terms are then

[100]: 0.767 + 2 × 0.213 = 1.19,
[110]: 0.625 + 0.213 = 0.84.

They are comparable in size, but 1.19 is a large addition to 6.6 and 0.84 a small one to 71.8. The ratio for resistance per unit stress becomes

(71.8 + 0.84)/(6.6 + 1.19) = 9.3.

A comparison at equal strain gives yet another number. The gauge factor is (ΔR/R)/ε_L, so the sensitivity per unit stress must be multiplied by Young's modulus X/ε_L, which is 170 GPa along [110] and 130 GPa along [100]. The gauge factors are 123 and 10.2, with a ratio of 12.1. The factor is therefore 10.9 for resistivity at equal stress, 9.3 for resistance at equal stress, and 12.1 for resistance at equal strain.

**A bar in numbers**

Take a bar 5 mm long, 0.5 mm wide and 0.3 mm thick, with a resistivity of 7.8 Ω cm at 300 K. Without stress,

R = 7.8 × 0.5/(0.05 × 0.03) = 2600 Ω,

with lengths in cm. Apply 50 MPa along the bar. To first order in stress, the relative change of resistivity, and the change of resistance it would cause at fixed dimensions, are

[110]: 71.8 × 10⁻¹¹ × 50 × 10⁶ = 3.59%, or 93.3 Ω,
[100]: 6.6 × 10⁻¹¹ × 50 × 10⁶ = 0.33%, or 8.6 Ω.

With the shape term the resistance changes are 94.4 Ω and 10.1 Ω. At a bias of 1 V the field is 2 V/cm, far too weak for breakdown. The bar dissipates 0.38 mW. With both ends well heat-sunk this warms it by about 0.01 K, but cooled by still air alone it can warm by a kelvin or more, which matters for the thermal drift discussed below.

**How firm is the factor?**

The ratio has the small coefficient π11 in its denominator, so it inherits any error there. If π11 were one unit higher the ratio would be 9.5, and if one unit lower, 12.7. "About elevenfold" is a fair statement for Smith's values; a third digit would not be. The step of one unit is an illustration, not an estimate of the error: with π11 = 3 the ratio would be 23, and with π11 = 10 it would be 7.3.

Misalignment acts in the same way. At a small angle δ from [100] the sensitivity gains 65.2 sin² 2δ, and at the same angle from [110] it loses that amount. For δ = 1° the [100] value rises from 6.60 to 6.68. For δ = 5° it rises to 8.57, and the ratio to a well-aligned [110] gauge drops to 8.4. The same gain of 1.97 units, taken as a loss from 71.8, is under 3%.

A stress across the bar matters too. For a gauge on [110] and a transverse stress along [1−10], the shear component in the cube axes is −X/2, and the transverse coefficient is

½ (π11 + π12 − π44) = −66.3 × 10⁻¹¹ /Pa.

For a gauge on [100] it is π12 = −1.1. A transverse stress of one tenth of the longitudinal one, with the same sign, gives (71.8 − 6.63)/(6.6 − 0.11) = 10.0. If the two stresses are equal, the sums are 71.8 − 66.3 = 5.5 and 6.6 − 1.1 = 5.5. The advantage of [110] has then gone, because equal stresses along two perpendicular directions in the plane contain no shear in any in-plane axes.

Linearity in stress requires the band splitting to be small compared with kT = 25.9 meV. At 50 MPa the splittings are 7% and 8% of kT. Terms of second order scale with the square of this ratio, which is about 0.5% and 0.6%, but their numerical factors are not computed here. Unless those factors are small, such terms matter beside the linear change of 0.33% along [100], though much less beside the 3.59% along [110]. The factor of eleven therefore belongs to the limit of small stress, and at 50 MPa the [100] value is only a linear estimate.

**Temperature and real gauges**

With a rough hole mobility of 450 cm²/Vs, the bar contains 1.8 × 10¹⁵ holes per cm³, against an effective valence density of states of about 2.5 × 10¹⁹ cm⁻³. The holes are thus very nearly a Boltzmann gas. In a simple model where stress shifts the bands and redistributes the holes, the response varies as 1/T, since a shift matters in proportion to its ratio to kT. Between 300 K and 398 K (125 °C) the response falls to 0.753 of its value. If all three coefficients fall together, the ratio stays at 10.9. If π44 alone falls, the ratio becomes

½ (5.5 + 0.753 × 138.1)/6.6 = 8.3.

If π11 falls faster than π44, the ratio rises instead. The simple model does not decide among these cases.

The drift of the unstressed resistance is a more immediate difficulty. If the mobility varies roughly as T^(−2.2) at fixed hole density, the resistance rises by 2.2/300 = 0.73% per kelvin. A warming of 0.45 K then imitates the whole resistivity signal of the [100] bar at 50 MPa, while the [110] bar needs about 5 K. A bridge removes this drift to the extent that its arms share the same temperature and the same temperature coefficient.

The example describes a lightly doped bar cut from bulk material. A gauge can also be a thin diffused or implanted resistor, with a hole density far above 10¹⁵ cm⁻³, in a membrane stressed in two directions. Heavy doping reduces the piezoresistance; as with temperature, the ratio survives if the coefficients shrink together and falls if π44 shrinks more. A two-directional stress changes the factor as well: from 10.9 to 10.0 for a transverse part of one tenth with the same sign, and to 1 for equal stresses. A transverse stress of opposite sign raises it instead. For equal and opposite stresses it reaches 138.1/7.7 = 17.9. With these coefficients the preference for [110] therefore holds whenever the transverse stress is smaller than the longitudinal one or of opposite sign. It rests on the difference of the two stresses, fades as they approach each other, and the [110] response passes through zero when the transverse stress is about 1.08 times the longitudinal one. The values used here are collected in the numerical output below.

Table of computed values

```
COEFFICIENTS (unit 1e-11 /Pa)
given p11, p12, p44: 6.6, -1.1, 138.1
pi_l along [110]: 71.80
pi_l along [100]: 6.60
ratio [110]/[100]: 10.88
share of p44 in the [110] value: 96.2 %
ratio if p44 were zero: 0.417
gauge [100], stress kept on [110]: 2.75
ratio in that case: 26.1
SHAPE OF THE BAR
rough c11, c12, c44: 166, 64, 80 GPa
s11, s12, s44: 0.767, -0.213, 1.250 1e-11/Pa
shape term [110], [100]: 0.84, 1.19 1e-11/Pa
ratio for total resistance per stress: 9.32
Young modulus [110], [100]: 170, 130 GPa
gauge factor [110], [100]: 123.3, 10.2
ratio of gauge factors: 12.1
WORKED BAR
length, width, thickness: 5.0, 0.5, 0.3 mm
resistivity: 7.8 ohm cm; stress: 50 MPa; T: 300 K
unstressed resistance: 2600 ohm
resistivity change [110], [100]: 3.59, 0.33 %
resulting dR [110], [100]: 93.3, 8.6 ohm
with shape term [110], [100]: 3.63, 0.39 %
dR with shape term: 94.4, 10.1 ohm
LIMITS
pi_l at 1 and 5 deg from [100]: 6.68, 8.57 1e-11/Pa
ratio to [110] at 1 and 5 deg: 10.7, 8.4
transverse coefficient [110], [100]: -66.30, -1.10 1e-11/Pa
ratio with 10 % transverse stress: 10.0
ratio if p11 is 1 unit higher, lower: 9.5, 12.7
rough deformation potentials b, d: -2.1, -4.9 eV
band splitting [110], [100]: 1.85, 2.06 meV
kT: 25.9 meV; splitting/kT: 0.071, 0.080
rough mobility: 450 cm2/Vs; rough hole mass: 1.0 m_e
hole density: 1.78e+15 cm^-3; valence density of states: 2.51e+19 cm^-3
loss of response by degeneracy: 0.0035 %
1/T factor at 398 K: 0.753
ratio at 398 K if only p44 scales: 8.3
thermal drift of resistance: 0.73 %/K
drift equal to [110], [100] signal: 4.90, 0.45 K
field at 1 V bias: 2.0 V/cm
```
